# Why the Madelung correction speeds up k-point convergence of exact exchange: a numerical check

```python
"""
RESULT UNDER TEST (Hartree atomic units, cubic cell of side A, N x N x N k mesh)
  E_drop - E_inf = n_occ*alpha/L + O(1/N_k),   L = N*A,  N_k = N**3
  E_corr = E_drop - n_occ*alpha/L
  E_corr - E_inf = -4*pi*spread/(3*L**3) + O(N_k**(-5/3))   for an insulator
E_drop : exchange energy per cell with only the Q = 0 Coulomb term left out
E_inf  : its limit for an infinitely dense mesh
n_occ  : doubly occupied bands;  alpha : simple-cubic Madelung constant
spread : gauge-invariant Wannier spread per cell, summed over spatial bands
For the electron gas the corrected error is instead -3*alpha/(2*kF*L**2).
Models: separable cosine potentials, so that the pair strength
F(Q) = (1/N_k) sum_ij |<i|exp(-iQ.r)|j>|^2 is a product of 1D factors.
"""
import numpy as np
from scipy.special import erf, erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A = 6.0            # cell side, bohr
NPW = 20           # 1D plane waves -NPW..NPW
GMAX = 14          # largest reciprocal vector kept in F, units 2 pi/A
DENSE = 32         # 1D mesh standing for the infinite crystal
pw = np.arange(-NPW, NPW + 1)


def bloch_states(direction, N):
    """1D bands for V(x) = -v1 cos(2 pi x/A) - v2 cos(4 pi x/A)."""
    v1, v2, _ = direction
    size = len(pw)
    pot = -0.5 * v1 * (np.eye(size, k=1) + np.eye(size, k=-1))
    pot = pot - 0.5 * v2 * (np.eye(size, k=2) + np.eye(size, k=-2))
    energies, coeffs, momenta = [], [], []
    for j in range(N):
        p = 2 * np.pi * (j / N + pw) / A
        e, c = np.linalg.eigh(np.diag(0.5 * p**2) + pot)
        energies.append(e)
        coeffs.append(c)
        momenta.append(p)
    return np.array(energies), np.array(coeffs), np.array(momenta)


def pair_strength(direction, N):
    """1D factor of F at Q = 2 pi m/(N A), m = 0..GMAX*N, from overlaps."""
    n_occ = direction[2]
    c = bloch_states(direction, N)[1][:, :, :n_occ]
    f = np.zeros(GMAX * N + 1)
    index = np.arange(N)
    for g in range(GMAX + 2):
        shifted = np.zeros_like(c)
        shifted[:, g:, :] = c[:, :len(pw) - g, :]
        overlap = np.einsum("jna,lnb->jlab", shifted, c)
        weight = (overlap**2).sum(axis=(2, 3)) / N
        m = index[None, :] - index[:, None] + N * g
        keep = (m >= 0) & (m <= GMAX * N)
        np.add.at(f, m[keep], weight[keep])
    return f


def both_signs(f):
    """Count +Q and -Q together (F is even)."""
    g = 2.0 * f
    g[0] = f[0]
    return g


def mesh_exchange(model, N):
    """E_drop: explicit sum over all nonzero supercell vectors."""
    gx, gy, gz = [both_signs(pair_strength(d, N)) for d in model]
    m2 = np.arange(GMAX * N + 1.0)**2
    r2 = m2[:, None, None] + m2[None, :, None] + m2[None, None, :]
    r2[0, 0, 0] = np.inf
    total = (((1.0 / r2) @ gz) @ gy) @ gx
    return -total / (np.pi * N * A)


def hole_1d(f):
    """1D factor of the averaged exchange hole on the dense supercell."""
    L = DENSE * A
    x = (np.arange(1024) - 512) * L / 1024
    Q = 2 * np.pi * np.arange(len(f)) / L
    return x, np.cos(np.outer(x, Q)) @ both_signs(f) / L


def infinite_exchange(model):
    """E_inf from 1/r = (2/sqrt(pi)) int_0^inf exp(-s^2 r^2) ds; no 3D mesh."""
    L = DENSE * A
    node, wt = np.polynomial.legendre.leggauss(200)
    u, wu = 0.5 * (node + 1), 0.5 * wt
    s_cut = 0.5
    s_low, s_high = s_cut * u, s_cut / u
    low, high = np.ones(200), np.ones(200)
    for d in model:
        f = pair_strength(d, DENSE)
        x, h = hole_1d(f)
        low *= np.exp(-np.outer(s_low**2, x**2)) @ h * (x[1] - x[0])
        Q = 2 * np.pi * np.arange(len(f)) / L
        gauss = np.exp(-np.outer(0.25 / s_high**2, Q**2))
        high *= gauss @ both_signs(f) / L * np.sqrt(np.pi) / s_high
    integral = s_cut * (wu @ low) + s_cut * (wu @ (high / u**2))
    return -2 / np.sqrt(np.pi) * integral


def spread_and_moment(model):
    """Spread from a sum over states, and second moment of the hole."""
    bands = np.prod([d[2] for d in model])
    spread, moment = 0.0, 0.0
    for d in model:
        n = d[2]
        e, c, p = bloch_states(d, DENSE)
        for j in range(DENSE):
            pmat = c[j][:, n:].T @ (p[j][:, None] * c[j][:, :n])
            gap = e[j][n:, None] - e[j][None, :n]
            spread += (pmat**2 / gap**2).sum() / DENSE * bands / n
        x, h = hole_1d(pair_strength(d, DENSE))
        moment += (x**2 * h).sum() * (x[1] - x[0]) * bands / n
    return spread, moment


def band_gap(model):
    """Gap of the 3D crystal between occupied and empty product bands."""
    es = [bloch_states(d, DENSE)[0] for d in model]
    top = sum(e[:, d[2] - 1].max() for e, d in zip(es, model))
    floor = sum(e[:, 0].min() for e in es)
    return min(floor - e[:, 0].min() + e[:, d[2]].min()
               for e, d in zip(es, model)) - top


def brute_force_exchange(model, N, grid):
    """E_drop from 3D orbitals, pair densities and FFTs on the supercell."""
    L = N * A
    factors = []
    for d, n in zip(model, grid):
        _, c, p = bloch_states(d, N)
        x = np.arange(n) * L / n
        factors.append([np.exp(1j * np.outer(x, p[j])) @ c[j][:, b] / np.sqrt(L)
                        for j in range(N) for b in range(d[2])])
    orb = np.array([np.einsum("x,y,z->xyz", a, b, c) for a in factors[0]
                    for b in factors[1] for c in factors[2]])
    q = [2 * np.pi * np.fft.fftfreq(n, d=L / n) for n in grid]
    q2 = (q[0][:, None, None]**2 + q[1][None, :, None]**2
          + q[2][None, None, :]**2)
    q2[0, 0, 0] = np.inf
    kernel = 4 * np.pi / q2
    dv = L**3 / np.prod(grid)
    energy, zero_q = 0.0, []
    for i in range(len(orb)):
        rho = np.fft.fftn(orb[i].conj() * orb, axes=(1, 2, 3)) * dv
        zero_q.append(rho[:, 0, 0, 0])
        energy -= (np.abs(rho)**2 * kernel).sum() / (L**3 * N**3)
    return energy, np.array(zero_q)


def ewald_regular(r, eta):
    """Periodic unit-cube potential of zero mean, minus 1/r, at point r."""
    r = np.array(r, float)
    n = np.array([(i, j, k) for i in range(-6, 7) for j in range(-6, 7)
                  for k in range(-6, 7) if (i, j, k) != (0, 0, 0)], float)
    n2 = (n**2).sum(axis=1)
    recip = (np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2)
             * np.cos(2 * np.pi * n @ r)).sum()
    dist = np.linalg.norm(r - n, axis=1)
    real = (erfc(eta * dist) / dist).sum()
    d0 = np.linalg.norm(r)
    own = 2 * eta / np.sqrt(np.pi) if d0 == 0 else erf(eta * d0) / d0
    return recip + real - own - np.pi / eta**2


def gas_strength(Q, kF):
    """Pair strength of the electron gas, per electron pair."""
    y = Q / kF
    return np.where(y < 2, 1 - 0.75 * y + y**3 / 16, 0.0)


def gas_exchange(N, kF):
    """Electron-gas E_drop per pair on the mesh, thermodynamic F."""
    L = N * A
    m = np.arange(int(2 * kF * L / (2 * np.pi)) + 2.0)
    w = both_signs(np.ones(len(m)))
    r2 = (m**2)[:, None, None] + (m**2)[None, :, None] + (m**2)[None, None, :]
    F = gas_strength(2 * np.pi * np.sqrt(r2) / L, kF)
    r2[0, 0, 0] = np.inf
    return -(((F / r2) @ w) @ w) @ w / (np.pi * L)


def exponent(err1, err2, N1, N2):
    """Power of N_k between two meshes."""
    return np.log(err2 / err1) / (3 * np.log(N2 / N1))


# Madelung constant and short-distance form of the periodic potential
alpha = -ewald_regular((0, 0, 0), 2.0)
assert abs(alpha + ewald_regular((0, 0, 0), 2.6)) < 1e-10
curvatures = []
for direction in [(1, 0, 0), (1, 1, 1), (1, 2, 0)]:
    point = 0.02 * np.array(direction) / np.linalg.norm(direction)
    curvatures.append((ewald_regular(point, 2.0) + alpha) / 0.02**2)
# the quartic term of the potential is below 0.5 % at this distance
assert np.allclose(curvatures, 2 * np.pi / 3, rtol=5e-3)
print(f"Madelung constant alpha = {alpha:.6f} (dimensionless)")
print(f"r^2 coefficient, unit cube, along x = {curvatures[0]:.4f};"
      f" 2 pi/3 = {2*np.pi/3:.4f}")

V_WELL, V_DOUBLE, V_TILT = 0.5, 1.5, 0.05      # potential amplitudes, hartree
single = (V_WELL, 0.0, 1)
double = (V_TILT, V_DOUBLE, 2)
models = {"A": (single, single, single), "B": (double, single, single)}
print(f"cell side a = {A:.1f} bohr")
print(f"amplitudes: single well {V_WELL}, double well {V_DOUBLE},"
      f" tilt {V_TILT} hartree")

# factorized mesh energy against full 3D orbitals, two occupied bands
brute, zero_q = brute_force_exchange(models["B"], 2, (72, 40, 40))
factorized = mesh_exchange(models["B"], 2)
off_identity = np.abs(zero_q - np.eye(len(zero_q))).max()
assert abs(brute - factorized) < 1e-7
assert off_identity < 1e-9
print(f"model B, N=2, E_drop: 3D orbitals {brute:.8f},"
      f" factorized {factorized:.8f} hartree")
print(f"largest deviation of <i|j> from identity = {off_identity:.1e}")

meshes = (2, 4, 6, 8, 12)
for name, model in models.items():
    n_occ = int(np.prod([d[2] for d in model]))
    gap = band_gap(model)
    assert gap > 0
    e_inf = infinite_exchange(model)
    spread, moment = spread_and_moment(model)
    assert abs(moment - 2 * spread) < 1e-6 * moment
    print(f"MODEL {name}: n_occ = {n_occ}, band gap = {gap:.4f} hartree")
    print(f" E_inf = {e_inf:.8f} hartree = {e_inf*HARTREE_EV:.5f} eV")
    print(f" spread = {spread:.5f} bohr^2,"
          f" hole second moment = {moment:.5f} bohr^2")
    print(" N  N_k  E_drop  error_drop  error_corr  predicted (hartree)")
    drop, corr, rest = {}, {}, {}
    for N in meshes:
        L = N * A
        e_drop = mesh_exchange(model, N)
        drop[N] = e_drop - e_inf
        corr[N] = drop[N] - n_occ * alpha / L
        predicted = -4 * np.pi * spread / (3 * L**3)
        rest[N] = corr[N] - predicted
        print(f" {N:2d} {N**3:5d} {e_drop:.8f} {drop[N]:.8f}"
              f" {corr[N]:.4e} {predicted:.4e}")
    p_drop = exponent(drop[8], drop[12], 8, 12)
    p_corr = exponent(corr[8], corr[12], 8, 12)
    strength = drop[12] * 12 * A / alpha
    ratio = corr[12] / (-4 * np.pi * spread / (3 * (12 * A)**3))
    print(f" exponents of N_k (N=8 to 12): dropped {p_drop:.4f},"
          f" corrected {p_corr:.4f}")
    print(f" error_drop*L/alpha at N=12 = {strength:.5f};"
          f" error_corr/predicted = {ratio:.5f}")
    print(f" N=12 errors: dropped {drop[12]*HARTREE_EV:.5f} eV,"
          f" corrected {corr[12]*HARTREE_EV:.3e} eV")
    # remaining deviations are the next powers of 1/L at finite N
    assert abs(p_drop + 1 / 3) < 0.01
    assert abs(p_corr + 1) < 0.03
    assert abs(strength - n_occ) < 0.01 * n_occ
    assert abs(ratio - 1) < 0.03
    if name == "A":
        p_rest = exponent(rest[8], rest[12], 8, 12)
        print(f" exponent after removing the 1/N_k term = {p_rest:.4f}")
        assert abs(p_rest + 5 / 3) < 0.1

# electron gas with one electron pair per cell: no gap, slower law
kF = (6 * np.pi**2)**(1 / 3) / A
t = (np.arange(120) + 0.5) / 40 - 1.5          # midpoints, units of kF
X, Y, Z = np.meshgrid(t, t, t, indexing="ij")
inside = X**2 + Y**2 + Z**2 < 1
both = inside & ((X - 0.5)**2 + Y**2 + Z**2 < 1)
counted = both.sum() / inside.sum()
# counting points in a sphere has a surface error well below 1 %
assert abs(counted - gas_strength(0.5 * kF, kF)) < 0.01
gas_inf = -3 * kF / (2 * np.pi)
qs, ws = np.polynomial.legendre.leggauss(20)
quad = -2 / np.pi * kF * (ws @ gas_strength(kF * (qs + 1), kF))
assert abs(quad - gas_inf) < 1e-12
gas_err = {N: gas_exchange(N, kF) - gas_inf - alpha / (N * A)
           for N in (20, 40)}
p_gas = exponent(gas_err[20], gas_err[40], 20, 40)
gas_pred = -3 * alpha / (2 * kF * (40 * A)**2)
assert abs(p_gas + 2 / 3) < 0.02
assert abs(gas_err[40] / gas_pred - 1) < 0.03
print(f"ELECTRON GAS: kF = {kF:.5f} 1/bohr, E_inf = {gas_inf:.6f}"
      " hartree per pair")
print(f" F(kF/2): counted {counted:.4f},"
      f" formula {float(gas_strength(0.5*kF, kF)):.4f}")
print(f" corrected error: N=20 {gas_err[20]:.4e},"
      f" N=40 {gas_err[40]:.4e} hartree")
print(f" predicted at N=40 {gas_pred:.4e} hartree;"
      f" exponent of N_k = {p_gas:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Madelung constant alpha = 2.837297 (dimensionless)
r^2 coefficient, unit cube, along x = 2.0956; 2 pi/3 = 2.0944
cell side a = 6.0 bohr
amplitudes: single well 0.5, double well 1.5, tilt 0.05 hartree
model B, N=2, E_drop: 3D orbitals -0.97702793, factorized -0.97702793 hartree
largest deviation of <i|j> from identity = 1.1e-15
MODEL A: n_occ = 1, band gap = 0.4355 hartree
 E_inf = -0.60686621 hartree = -16.51367 eV
 spread = 2.72675 bohr^2, hole second moment = 5.45351 bohr^2
 N  N_k  E_drop  error_drop  error_corr  predicted (hartree)
  2     8 -0.37938195 0.22748426 -8.9572e-03 -6.6098e-03
  4    64 -0.48948611 0.11738009 -8.4064e-04 -8.2623e-04
  6   216 -0.52829769 0.07856852 -2.4530e-04 -2.4481e-04
  8   512 -0.54785923 0.05900698 -1.0338e-04 -1.0328e-04
 12  1728 -0.56748991 0.03937629 -3.0615e-05 -3.0601e-05
 exponents of N_k (N=8 to 12): dropped -0.3325, corrected -1.0005
 error_drop*L/alpha at N=12 = 0.99922; error_corr/predicted = 1.00044
 N=12 errors: dropped 1.07148 eV, corrected -8.331e-04 eV
 exponent after removing the 1/N_k term = -1.6707
MODEL B: n_occ = 2, band gap = 0.3012 hartree
 E_inf = -1.43537124 hartree = -39.05844 eV
 spread = 4.20797 bohr^2, hole second moment = 8.41594 bohr^2
 N  N_k  E_drop  error_drop  error_corr  predicted (hartree)
  2     8 -0.97702793 0.45834332 -1.4540e-02 -1.0200e-02
  4    64 -1.20023255 0.23513869 -1.3028e-03 -1.2751e-03
  6   216 -1.27812261 0.15724863 -3.7901e-04 -3.7779e-04
  8   512 -1.31731016 0.11806108 -1.5965e-04 -1.5938e-04
 12  1728 -1.35660468 0.07876656 -4.7259e-05 -4.7224e-05
 exponents of N_k (N=8 to 12): dropped -0.3327, corrected -1.0008
 error_drop*L/alpha at N=12 = 1.99880; error_corr/predicted = 1.00074
 N=12 errors: dropped 2.14335 eV, corrected -1.286e-03 eV
ELECTRON GAS: kF = 0.64963 1/bohr, E_inf = -0.310175 hartree per pair
 F(kF/2): counted 0.6328, formula 0.6328
 corrected error: N=20 -4.5495e-04, N=40 -1.1374e-04 hartree
 predicted at N=40 -1.1374e-04 hartree; exponent of N_k = -0.6667
ALL CHECKS PASSED
```
